Vertical optical ionization energy of a trap from its thermal depth

**Problem**

An electron trap in an insulating layer is coupled to the displacement of the surrounding atoms. One configuration coordinate q describes that displacement. The total energy, lattice and electron together, is

V_f(q) = ½ k q²

when the electron is in the trap (filled), and

V_i(q) = E_T + ½ k (q − d)²

when the electron has been removed and rests at the conduction-band edge (ionized). The coordinate q is dimensionless, so k is an energy. The two parabolas have the same curvature k, and their minima are a distance d > 0 apart. There is no applied electric field.

The thermal depth is E_T = 1.4 eV. The relaxation energy, which is the energy the lattice gives up when it settles into the new minimum after a vertical transition, is λ = 0.8 eV. Both are chosen model parameters.

(a) Find the vertical optical ionization energy of the filled trap.

(b) Find the vertical energy gap between the curves at the minimum of the ionized curve, and explain how it differs from the result of (a).

(c) Suppose that the ionized curve is 1.5 times stiffer than the filled one, and that the 0.8 eV was determined on the filled curve. What does (a) become?

(d) Find the point where the two curves of equal curvature cross, and the classical barriers for thermal emission and capture.

(e) The vibrations have the quantum ħω = 0.05 eV. Treating them by quantum mechanics, find where the ionization spectrum begins at zero temperature, where its mean lies, and how wide it is at 0 K and at 300 K.

**Solution**

**What the given energies mean**

The minimum of V_f is at q = 0, where V_f = 0. The minimum of V_i is at q = d, where V_i = E_T. Hence

V_i(d) − V_f(0) = E_T.

The thermal depth compares two relaxed states: before ionization the lattice is at rest around the filled trap, and afterwards it is at rest around the empty one. It is an energy difference between end points and says nothing yet about the path between them.

An optical transition is different. The electron changes its state while the much heavier nuclei have hardly moved. In the configuration diagram the transition is therefore a vertical line at fixed q. For a filled trap at rest, that line stands at q = 0, and the vertical optical ionization energy is

E_opt = V_i(0) − V_f(0).

The final electron is taken at the band edge, with no kinetic energy.

**(a) The vertical ionization energy**

Just after the vertical transition the system is on the ionized curve at q = 0, which is not the minimum of that curve. The lattice then moves to q = d and gives up the energy

λ_i = V_i(0) − V_i(d)
= [E_T + ½ k (0 − d)²] − E_T
= ½ k d².

The subscript i records that this relaxation takes place on the ionized curve. To bring in the thermal depth, add and subtract V_i(d) in the definition of E_opt:

E_opt = V_i(0) − V_f(0)
= [V_i(0) − V_i(d)] + [V_i(d) − V_f(0)]
= λ_i + E_T.

The first bracket is the relaxation energy and the second is the thermal depth. Both enter with a plus sign, because the photon has to lift the system to a point above the relaxed ionized state.

It remains to be shown that λ_i is the given 0.8 eV. Relaxation can also take place on the filled curve, after an electron has been captured vertically at q = d. The energy given up there is

λ_f = V_f(d) − V_f(0) = ½ k d².

Because the curvatures are equal, λ_f = λ_i. A single relaxation energy λ = ½ k d² serves for both curves, and it does not matter on which of them it was determined. Therefore

E_opt = E_T + λ = 1.4 eV + 0.8 eV = 2.2 eV,

which is 0.081 hartree.

The energy balance of the whole process reads as follows. The photon supplies 2.2 eV. Of this, 0.8 eV is passed to lattice vibrations and ends as heat, and 1.4 eV remains stored in the separation of the electron from the relaxed trap. If the lattice did not respond to the charge of the trap, d and λ would vanish, and the optical and thermal energies would coincide.

The step from V_i(0) − V_f(0) to λ_i + E_T did not use the parabolic shape. It holds for any pair of curves, provided that λ_i is the energy released on the ionized curve between the two minima. It also holds for several coordinates at once. If the ionized surface is harmonic, and its normal mode j has curvature k_j and displacement d_j between the two minima, the ionized energy at the filled minimum exceeds its own minimum by the sum of all ½ k_j d_j², and that sum takes the place of λ.

**(b) The gap at the ionized minimum**

At q = d the lattice is relaxed around the empty trap. The vertical gap there is

E_rev = V_i(d) − V_f(d)
= E_T − ½ k d²
= E_T − λ
= 1.4 eV − 0.8 eV = 0.6 eV.

This is the photon energy released if an electron at the band edge drops vertically into the empty trap. It need not be the centre of an observed luminescence band: the rate of spontaneous emission grows with the cube of the photon energy for a constant dipole matrix element, and with the phonon quantum of part (e) this factor moves the mean of the zero-temperature band from 0.6 eV to about 0.76 eV. The relaxation energy now has a minus sign. After the drop, the lattice still has to relax on the filled curve, and the 0.8 eV released in that step is missing from the photon.

The two results belong to one function. The gap at a general q is

V_i(q) − V_f(q) = E_T + ½ k (q² − 2qd + d²) − ½ k q²
= E_T + ½ k d² − k d q
= E_T + λ − k d q.

The quadratic terms cancel because the curvatures are equal, and a straight line is left. It starts at E_T + λ for q = 0. At q = d it has fallen by k d² = 2λ, to E_T − λ. The thermal depth is the midpoint of the two vertical energies:

½ (2.2 eV + 0.6 eV) = 1.4 eV.

Their difference, 2λ = 1.6 eV, is the shift between vertical ionization and vertical capture. In this model the two vertical energies together determine both E_T and λ.

If λ were larger than E_T, E_rev would be negative. The filled curve would then lie above the ionized curve at q = d, and in a classical picture of the lattice, vertical capture at that point could not emit a photon. With the present values the gap is positive.

**(c) When the curvatures differ**

Let the filled curve keep the curvature k, and let the ionized curve have the curvature r k with r = 1.5. The minima stay at 0 and d, and their energy difference stays E_T. The two relaxation energies are now

λ_f = ½ k d²,
λ_i = ½ r k d² = r λ_f.

The derivation in (a) requires λ_i, since the system relaxes on the ionized curve after the photon has been absorbed. With λ_f = 0.8 eV,

λ_i = 1.5 × 0.8 eV = 1.2 eV,

E_opt = E_T + λ_i = 1.4 eV + 1.2 eV = 2.6 eV.

Adding the 0.8 eV of the filled curve would give 2.2 eV, which is 0.4 eV below the correct value for this case. This shows what the condition of equal curvature does. It is not needed for the energy balance itself. It is needed for using a relaxation energy without saying to which curve it belongs. Had the 0.8 eV been determined on the stiffer ionized curve, the answer would have remained 2.2 eV.

**(d) The crossing point and the thermal barriers**

Return to equal curvatures. The curves cross where the gap found in (b) vanishes:

E_T + λ − k d q_c = 0,

q_c = (E_T + λ)/(k d).

Divide by d and use k d² = 2λ:

q_c/d = (E_T + λ)/(2λ) = 2.2/1.6 = 1.375.

The crossing lies beyond the ionized minimum, as it does whenever E_T > λ. At the crossing the electron can change its state without a photon, since both states have the same total energy. In a classical picture of the lattice, thermal emission requires a fluctuation from q = 0 up to q_c on the filled curve. Its barrier is

E_em = V_f(q_c) − V_f(0)
= ½ k q_c²
= ½ k d² (q_c/d)²
= λ (E_T + λ)²/(4λ²)
= (E_T + λ)²/(4λ).

In numbers,

E_em = (2.2 eV)²/(3.2 eV) = 1.51 eV.

Capture starts from the ionized minimum, which lies higher by E_T, so its barrier is smaller by that amount:

E_cap = E_em − E_T
= [(E_T + λ)² − 4λE_T]/(4λ)
= (E_T² − 2λE_T + λ²)/(4λ)
= (E_T − λ)²/(4λ)
= (0.6 eV)²/(3.2 eV) = 0.11 eV.

Three different energies thus describe the removal of the same electron: 1.40 eV between the relaxed states, 1.51 eV to the crossing, and 2.20 eV for the vertical transition. The classical thermal path needs less energy than the vertical one here, but this order is not general. The ratio of the two energies is

E_em/E_opt = (E_T + λ)/(4λ),

which is smaller than one if E_T < 3λ. For the present trap 3λ = 2.4 eV, and the condition is met. For weak coupling, λ → 0 at fixed E_T, the vertical energy tends to E_T, while E_em grows without limit: two parabolas with nearly the same centre cross only at a very large displacement. In the opposite special case λ = E_T the crossing sits at the ionized minimum, the capture barrier vanishes and E_em = E_T.

These barriers are classical. A quantum lattice can pass from one curve to the other below the crossing by tunnelling, so E_em and E_cap are the activation energies only when k_BT is not small compared with the phonon quantum. With ħω = 0.05 eV as in part (e) and a constant electronic coupling, the multiphonon rate at 300 K has apparent activation energies of about 1.43 eV for emission and 0.03 eV for capture, and at low temperature they tend to E_T and to zero.

**(e) The spectrum with quantized vibrations**

*Hamiltonians.* Choose the scale of q so that k = ħω. With ∂ for the derivative with respect to q, the vibrational Hamiltonians are

H_f = −½ ħω ∂² + V_f(q),
H_i = −½ ħω ∂² + V_i(q).

Their eigenstates are φ_n for the filled trap and χ_m for the ionized trap, with energies

E_n = ħω (n + ½),
E_m = E_T + ħω (m + ½).

A transition from φ_n to χ_m needs the photon energy

E_m − E_n = E_T + (m − n) ħω.

The zero-point energies ½ħω cancel, because equal curvature means equal frequency. At zero temperature n = 0, and the spectrum begins with the line m = 0, which creates no phonon. It lies at E_T = 1.4 eV, well below the vertical energy. The question is how strong it is.

*Line weights.* Assume that the electronic matrix element does not depend on q, and divide out the dependence of the absorption on the photon energy. The weight of line m is then the squared overlap

p_m = |⟨χ_m|φ_0⟩|².

To find it, take the lowering operators of the two oscillators,

a = (q + ∂)/√2,
b = (q − d + ∂)/√2 = a − d/√2.

The lowest filled state satisfies aφ_0 = 0. Therefore

bφ_0 = −(d/√2) φ_0.

Take the overlap of this equation with χ_m. Since the raising operator gives b†χ_m = √(m+1) χ_(m+1), the left side is √(m+1) ⟨χ_(m+1)|φ_0⟩. With c_m = ⟨χ_m|φ_0⟩ this reads

√(m+1) c_(m+1) = −(d/√2) c_m.

Squaring, and writing S = d²/2, gives

p_(m+1) = p_m S/(m+1),

and by repeated use

p_m = p_0 Sᵐ/m!.

The weights add up to one because the χ_m form a complete set. The sum of Sᵐ/m! is e^S, so p_0 = e^(−S) and

p_m = e^(−S) Sᵐ/m!.

This is a Poisson distribution. Its parameter, the Huang–Rhys factor, follows from λ = ½ħω d² = S ħω:

S = λ/ħω = 0.8/0.05 = 16.

The corresponding displacement is d = √(2S) = 5.66.

The line at 1.4 eV has the weight e^(−16) = 1.1 × 10⁻⁷. Ionization at the thermal depth is allowed by energy conservation, but it is extremely weak, because the lattice would have to be found in the relaxed ionized state without having moved there. From one line to the next the weight changes by the factor S/m. It grows as long as m < 16, stays the same from m = 15 to m = 16, and falls afterwards. The two strongest lines therefore lie at

1.4 eV + 15 × 0.05 eV = 2.15 eV,
1.4 eV + 16 × 0.05 eV = 2.20 eV,

each with the weight 0.099.

*Mean energy.* For any initial state φ_n, the mean photon energy is

M_n = Σ_m |⟨χ_m|φ_n⟩|² (E_m − E_n) = ⟨φ_n|H_i − E_n|φ_n⟩.

The kinetic energy is the same in both Hamiltonians, and H_fφ_n = E_nφ_n. Hence

(H_i − E_n)φ_n = (H_i − H_f)φ_n = (V_i − V_f)φ_n.

With the straight-line gap from (b),

M_n = E_T + λ − ħω d ⟨q⟩_n.

The probability density of φ_n is symmetric about q = 0, so ⟨q⟩_n = 0 and

M_n = E_T + λ = 2.2 eV.

For equal curvatures, this is the quantum meaning of the vertical energy: it is the mean of the spectrum, not its onset. The result is the same for every n, and therefore also for a thermal mixture of initial states. Within this model, heating the trap does not move the mean.

*Width.* The mean square of the photon energy follows in the same way. It is the squared norm of (H_i − E_n)φ_n, which equals ⟨(V_i − V_f)²⟩_n. Subtracting the square of the mean leaves

σ_n² = (ħω d)² ⟨q²⟩_n.

In a harmonic oscillator the mean potential energy is half of the total energy, so ½ħω⟨q²⟩_n = ½ħω(n + ½), and ⟨q²⟩_n = n + ½. Since all initial states share the same mean, the thermal variance is the average of the σ_n². With d² = 2S,

σ² = 2S (ħω)² (n̄ + ½),

where n̄ is the mean number of phonons. Set x = ħω/k_BT. The sum of the Boltzmann factors e^(−nx) is Z = 1/(1 − e^(−x)), and

n̄ = −d(ln Z)/dx = 1/(eˣ − 1),

n̄ + ½ = ½ (eˣ + 1)/(eˣ − 1) = ½ coth(x/2).

The result is

σ² = S (ħω)² coth(ħω/2k_BT).

At zero temperature the hyperbolic cotangent is one, and

σ = √16 × 0.05 eV = 0.20 eV.

At 300 K, where k_BT = 0.02585 eV,

σ = 0.20 eV × √coth(0.05/0.0517) = 0.23 eV.

The width comes from the spread of q in the initial state, converted into energy by the slope ħω d of the gap. Zero-point motion already supplies most of it at room temperature, since the phonon quantum is about twice k_BT.

**Using the result for a real trap**

The 2.2 eV refers to an electron that ends at the band edge. An electron that ends with energy ε above the edge raises V_i by ε everywhere, and the mean photon energy becomes 2.2 eV + ε. A photoionization spectrum adds up the contributions of all such final states, so a separate peak at 2.2 eV need not appear in it. The vertical energy is then a parameter of the line shape that has to be extracted with a model for the band states.

Changes of curvature are another restriction. They make the two relaxation energies different, as in (c). They also leave a difference of zero-point energies, ½ħ(ω_i − ω_f), between the energy of the zero-phonon line and the difference of the minima. And they add a term quadratic in q to the gap, whose average changes with temperature: it rises if the ionized curve is the stiffer one and falls if it is the softer one. The mean of the spectrum then no longer stays fixed.

All numerical values are calculated from the stated model.
